Why level-optimised Dirac-Fock fine structure need not vanish as c grows

The ground term of Ni⁺, [Ar]3d⁹ ²D, is split into J = 5/2 and, roughly 1500 cm⁻¹ higher by measurement, J = 3/2. In optimised-level (OL) multiconfiguration Dirac-Fock the energy of each level is minimised separately, with its own orbitals, and the splitting is Δ = E(3/2) − E(5/2). The speed of light c is a parameter of the program, so it can be raised, and the question is what Δ does. Hartree atomic units are used, with c₀ = 137.035999, a point nucleus and the Dirac-Coulomb Hamiltonian. The Breit interaction is left out; its contribution to the energy scales as 1/c², because the small components scale as 1/c, and it plays no part in the limit.

**The belief**

The belief is that Δ must go to zero as 1/c², so that the whole OL value at c₀ is a relativistic effect. The argument for it starts from the radial equations for the large and small components P and Q in a potential V, where κ = −(l+1) for j = l+½ and κ = l for j = l−½:

(V − ε)P + c(−d/dr + κ/r)Q = 0
c(d/dr + κ/r)P + (V − ε − 2c²)Q = 0

The second gives Q = c(d/dr + κ/r)P/(2c² + ε − V), which tends to (d/dr + κ/r)P/2c outside a region r ≲ Z/c² that shrinks to a point. Inserted into the first, the kinetic term is

½(−d/dr + κ/r)(d/dr + κ/r)P = ½[−P″ − κP′/r + κP/r² + κP′/r + κ²P/r²] = −½P″ + κ(κ+1)P/2r²

and κ(κ+1) = l(l+1) for both values of j. The limiting Hamiltonian H contains no spin and commutes with L and S separately, so its eigenstates of one LS term have one energy for every J. All of this is correct. The unsupported step is the transfer from eigenstates to variational minima. The limit removes j from the Hamiltonian but leaves it in the trial function, which still has independent radial functions P for j = l−½ and j = l+½.

**Energy of a level with one hole**

Each level is given one configuration state, the smallest OL calculation: full subshells, with one electron removed from the d subshell h, j_h = J. This is a single determinant. Let N_a = 2j_a+1, let q_a be the occupation, I_a the one-electron energy, and λ_a = ⟨l·s⟩ = ½[j(j+1) − l(l+1) − ¾], which is l/2 for j = l+½ and −(l+1)/2 for j = l−½. Then Σ_j N_jλ_j = (2l+2)l/2 − 2l(l+1)/2 = 0 for each l.

Expand 1/r₁₂ = Σ_k (r<^k/r>^(k+1)) Σ_q C_kq(1)C_kq†(2). A full subshell b has a spherical density, so the direct interaction of a spinor of subshell a with it is N_bF⁰(ab). The exchange interaction contains Σ_q C_kq Π_b C_kq†, with Π_b the projector on the angular states of b. This operator is a scalar under j rotations, so its expectation value is the same for each m of a and equals its average. With ρ = Π/N, the interaction is N_bV_ab, where

V_ab = F⁰(ab) − Σ_k Γ^k_ab G^k(ab),  Γ^k_ab = Σ_q Tr[ρ_a C_kq ρ_b C_kq†]

and F⁰, G^k are the radial direct and exchange integrals. At finite c the small components share these coefficients, because their angular spinors differ by a factor σ·r̂ that commutes with C_kq and squares to one. Removing one spinor from the closed determinant removes its one-electron energy and its interaction with all spinors (the self-term is zero):

E_J = Σ_a N_aI_a + ½Σ_ab N_aN_bV_ab − I_h − Σ_b N_bV_hb   (1)

The terms in V_hh are ½N² − N = ½q·N(N−2)/(N−1) with q = N−1, and those with h and b ≠ h are (N_h − 1)N_b. Hence

E_J = Σ q_aI_a + ½Σ q_a q̃_ab V_ab,  q̃_ab = q_b, except q̃_hh = N_h − N_h/(N_h−1)

To see how Γ depends on j, note that l·s has the two eigenvalues λ, so the projectors are

Π₊ = (l+1+2l·s)/(2l+1),  Π₋ = (l−2l·s)/(2l+1)

Dividing by N gives in both cases ρ = [1 + 4λ l·s/l(l+1)]/2(2l+1). In the trace, terms with one spin operator vanish because Tr s_i = 0, while Tr 1 = 2 and Tr s_is_j = δ_ij/2. Two orbital traces remain. The addition theorem gives Σ_q Tr(C_kqC_kq†) = (2l_a+1)(2l_b+1)w_k between the shells, with w_k = ½∫P_la P_k P_lb dx = (l_a k l_b; 0 0 0)². Since C_kq has rank k, Σ_i[l_i,[l_i,C]] = k(k+1)C, that is l²C + Cl² − 2Σ l_iCl_i = k(k+1)C, so between the shells

Σ_i l_i C l_i = ½X_k C,  X_k = l_a(l_a+1) + l_b(l_b+1) − k(k+1)

The spin-free term is 2w_k/4. The cross term is (1/4)·[16λ_aλ_b/(l_a(l_a+1)l_b(l_b+1))]·½·½X_k w_k. Together,

Γ^k_ab = ½w_k[1 + 2λ_aλ_bX_k/(l_a(l_a+1)l_b(l_b+1))]   (2)

with the second term absent if either shell is s. The program asserts that (2) equals (j_a k j_b; ½ 0 −½)² for all pairs in the ion.

At c = ∞ let both j of each shell share one radial function. The radial integrals then do not depend on j, every sum over b in (1) runs over full subshells, and Σ N_bλ_b = 0 removes the second term of (2). No λ_h survives, and I_h is the same for both holes. The two levels have the same energy functional, with minimum E_LS. Under this restriction the belief is true.

**The gradient left at the LS solution**

Rotate one subshell, P_a → P_a cos θ + v sin θ, with v a radial function of the same l orthogonal to the occupied ones. V_ab for b ≠ a is quadratic in P_a and appears twice in the sum; V_aa is quartic and appears once. Both give the same factor:

dE/dθ = 2q_a⟨v|F_a|a⟩,  F_a = h + Σ_b q̃_ab(J_b − Σ_k Γ^k_ab K^k_b)

Here h is the one-electron operator and J_b, K^k_b are the radial Coulomb and exchange operators. The LS solution is stationary when both j rotate together, which is Brillouin's theorem for that problem:

Σ_j q_j f_j = 0,  f_j = ⟨v|F_j|a⟩   (3)

Condition (3) fixes the sum and not the separate terms. Let F̄ be the operator with q̃_ab replaced by N_b; at common radial functions it is independent of j, again by Σ N_bλ_b = 0.

For a core p subshell, F_j = F̄ − J_d + Σ Γ^k_jh K^k_d. By (2), f_j = u + λ_jλ_h Σ_k (w_kX_k/12)R^k, where u does not depend on j, the factor is ½·2/(2·6) = 1/12, and R^k = ∫∫ v(r)d(r)(r<^k/r>^(k+1))d(r′)p(r′). In (3) the λ_j term sums to zero, so 6u = 0. With w₁ = 2/15, X₁ = 2+6−2 = 6, w₃ = 3/35, X₃ = 2+6−12 = −4,

dE/dθ = 2q_jλ_jλ_h (R¹/15 − R³/35)   (4)

For the d shell, w₀ = 1/5, w₂ = w₄ = 2/35, X₀ = 12, X₂ = 6, X₄ = −8, and Γ^k = ½w_k(1 + λλ′X_k/18), with λ = 1 for d5/2 and −3/2 for d3/2:

λλ′ = 9/4 (3/2, 3/2):  Γ⁰ = 1/4, Γ² = 1/20, Γ⁴ = 0
λλ′ = 1 (5/2, 5/2):  Γ⁰ = 1/6, Γ² = 4/105, Γ⁴ = 1/63
λλ′ = −3/2 (3/2, 5/2):  Γ⁰ = 0, Γ² = 1/70, Γ⁴ = 1/21

Call the full d subshell j′. Then F_j′ = F̄ − J_d + Σ Γ^k_j′h K^k_d and F_h = F̄ − [N_h/(N_h−1)](J_d − Σ Γ^k_hh K^k_d). Acting on d itself, K⁰_d d = J_d d, and Γ⁰_hh = 1/N_h, so the k = 0 part of the last term is [N/(N−1)](1 − 1/N)J_d = J_d and cancels in the difference:

D = f_j′ − f_h = Σ_(k=2,4) [Γ^k_j′h − N_hΓ^k_hh/(N_h−1)]R^k

with R^k now formed from v, d, d, d. For J = 3/2 the coefficients are 1/70 − (4/3)/20 = (3−14)/210 and 1/21 = 10/210. For J = 5/2 they are 1/70 − (6/5)(4/105) = (5−16)/350 and 1/21 − (6/5)/63 = 3/105 = 10/350. So D = W/210 or W/350, with W = −11R² + 10R⁴. Equation (3) reads q_j′f_j′ + q_hf_h = 0 with q_j′ + q_h = 9, which gives f_j′ = q_hD/9 and f_h = −q_j′D/9, and

dE/dθ_j′ = 2μD,  μ = q_j′q_h/9   (5)

with μ = 6·3/9 = 2 for J = 3/2 and μ = 4·5/9 = 20/9 for J = 5/2. Nothing forces (4) or (5) to vanish. Where they do not, the LS solution is not a stationary point of the OL problem at c = ∞.

**What the extra freedom is in LS language**

Adding t_jv to P_j is, to first order, the action on the determinant Φ_J of the one-body operator Σ_j t_jΠ_j|v⟩⟨a|. From the projectors,

t₊Π₊ + t₋Π₋ = [(l+1)t₊ + lt₋]/(2l+1) + [2(t₊−t₋)/(2l+1)] l·s

so the trial state is Φ + αT₀Φ + βT₁Φ, with T₀ = Σ_i(|v⟩⟨a|)_i and T₁ = Σ_i(|v⟩⟨a| l·s)_i. Both are single excitations a → v. T₀ commutes with L and S and is the excitation covered by (3). T₁ is available when t₊ ≠ t₋; it commutes with J, but not with L or S. Since H conserves L and S, ⟨Φ|HT₁|Φ⟩ involves the ²D part of T₁Φ alone. HT₁ is a scalar product of a vector in orbital space and a vector in spin space, so within one term the Wigner-Eckart theorem makes each vector proportional to L or S, as in the Landé interval rule:

g_J = γ⟨L·S⟩_J,  ⟨L·S⟩_J = ½[J(J+1) − L(L+1) − S(S+1)]   (6)

with γ independent of J. For ²D, ⟨L·S⟩ is −3/2 for J = 3/2 and +1 for J = 5/2, which is the factor λ_h in (4). Equation (5) agrees: a unit value of t₊ − t₋ rotates the full subshell forwards for J = 3/2, gradient 4W/210, and backwards for J = 5/2, gradient −(40/9)W/350, and the ratio is −(4·350·9)/(210·40) = −3/2. The derivation of (6) used no property of a single determinant. It holds for a multiconfiguration state whose common-orbital limit is an LS eigenstate. It gives no gradient when L = 0 or S = 0, where the term has one level.

The non-²D part of T₁Φ does not couple to Φ but cannot be discarded, since it comes with the same β. A spin vector acting on S = ½ reaches S = ½ and 3/2, so to second order ⟨S²⟩ = ¾ + (15/4 − ¾)p = ¾ + 3p, where p is the quartet weight.

**The offset**

Collect the rotations in a vector x and expand to second order: E = E_LS + g·x + ½xᵀ𝓗x, with 𝓗 the orbital Hessian, positive at a minimum. Setting the gradient to zero gives x = −𝓗⁻¹g and

E_OL − E_LS = −½gᵀ𝓗⁻¹g = ½g·x < 0 for g ≠ 0   (7)

By (6) this is proportional to ⟨L·S⟩² if 𝓗 is the same for both levels. For one shell and one v the ratio can be refined. Take t = t_j′ − t_h with Σ q_jt_j = 0, so t_j′ = q_ht/9 and t_h = −q_j′t/9. The linear term is 2q_j′f_j′t_j′ + 2q_hf_ht_h = 2q_j′q_h(q_h+q_j′)Dt/81 = 2μDt. Assume a curvature η per rotated electron that is the same for both subshells and levels; this is an approximation, checked below. The quadratic term is ηΣq_jt_j² = μηt². The minimum lies at t = −D/η and lowers the energy by μD²/η. For d the ratio of J = 3/2 to J = 5/2 is

(2/210²)/((20/9)/350²) = (9/10)(25/9) = 5/2

For a core p shell μ = 2·4/6 for both levels and D ∝ λ_h, so the ratio is 9/4. The level J = 3/2 is lowered more, and Δ∞ = Δ(c = ∞) is negative, opposite in sign to the physical splitting.

**The number**

Ni⁺ was computed at the Dirac-Fock level in an even-tempered 22s17p12d Gaussian basis with restricted kinetic balance, and at c = ∞ by a separate two-component branch with the same large-component basis; the numerical check is printed after this text. The basis gives a hydrogenic 3d splitting for Z = 28 of 0.10170 Eh against the exact 0.10176 Eh. Both levels give E_LS = −1506.590262 Eh in this basis and on this grid. The total energy is not converged to these digits: a 36s29p21d basis lowers it by 8×10⁻⁴ Eh to −1506.5911 Eh, while Δ∞ below moves by only about 10⁻⁹ Eh and the ratios of the lowerings and the ⟨S²⟩ values keep their digits.

With v along the steepest direction, R¹/15 − R³/35 = 0.001152 Eh for 3p, and (4) for 3p3/2 (q = 4, λ = ½) gives 4λ_h × 0.001152, which is −0.00691 Eh for J = 3/2 and +0.00461 Eh for J = 5/2. For 3d, W = 0.644265 Eh and (5) gives

J = 3/2:  2 × 2 × 0.644265/210 = 0.012272 Eh
J = 5/2:  2 × (20/9) × 0.644265/350 = 0.008181 Eh

All four agree with finite differences of the energy within the asserted relative tolerance of 10⁻³. The self-consistent lowerings E_OL − E_LS at c = ∞, in 10⁻⁵ Eh, are

p shells free:  −0.4356 (J = 3/2), −0.1931 (J = 5/2), ratio 2.255
d shell free:  −2.0699, −0.8265, ratio 2.505
all free:  −2.5349, −1.0326, ratio 2.455

The first two ratios lie within 0.3 % of 9/4 and 5/2, so a common curvature is adequate here. Freeing the open d shell alone gives 82 % of the full lowering for J = 3/2. The separate lowerings for that level add to −2.5055 against −2.5349 with all free, so the shells are nearly but not fully independent. Equation (7) gives ½g·x = −2.5354 and −1.0326 in the same unit. The offset is

Δ∞ = −2.5349×10⁻⁵ + 1.0326×10⁻⁵ ≈ −1.502×10⁻⁵ Eh = −3.30 cm⁻¹

The determinants built from the LS orbitals have ⟨S²⟩ = 0.750000; those from the OL orbitals have 0.750056 and 0.750022, which are quartet weights of about 1.9×10⁻⁵ and 0.7×10⁻⁵. In a smaller 14s10p7d basis the total energy is 0.4 Eh higher, yet Δ∞ = −1.479×10⁻⁵ Eh, 1.5 % smaller in size than the first value. In that basis the explicit spinor determinants, evaluated with analytic Gaussian integrals and no use of (1) or (2), give the same offset to the printed digits.

The four-component results, with s = c/c₀ and Δ in Eh, are

s = 1:  OL 7.0948×10⁻³,  OL − Δ∞ 7.1098×10⁻³
s = 2:  OL 1.7835×10⁻³,  OL − Δ∞ 1.7985×10⁻³
s = 8:  OL 9.7787×10⁻⁵,  OL − Δ∞ 1.1281×10⁻⁴
s = 16:  OL 1.3185×10⁻⁵,  OL − Δ∞ 2.8207×10⁻⁵

The belief requires s²Δ to approach a constant. The raw values of s²Δ, in 10⁻³ Eh, are 7.0948, 7.1338, 6.2584 and 3.3754. The first two look like convergence, so doubling c does not expose the fault; the last two refute the belief. After subtraction the values are 7.1098, 7.1939, 7.2198 and 7.2211. With Δ = Δ∞ + A/s² + B/s⁴, the combination [4Δ(16) − Δ(8)]/3 cancels A and equals Δ∞ + B(4/16⁴ − 1/8⁴)/3 = Δ∞ − 6.1×10⁻⁵B. Numerically,

(4 × 1.3185 − 9.7787)×10⁻⁵/3 ≈ −1.50×10⁻⁵ Eh

printed as −1.5015×10⁻⁵ against −1.5022×10⁻⁵ from the c = ∞ branch. The value at s = 2 gives B ≈ 4 × (7.194 − 7.221)×10⁻³ ≈ −1.1×10⁻⁴ Eh, so the B term is +0.7×10⁻⁸ Eh, which is the size and sign of the gap. Neglecting B, Δ changes sign where A/s² = |Δ∞|, at s = (7.2198×10⁻³/1.5022×10⁻⁵)^½ = 21.9; this is an extrapolation, the largest finite c computed being 16c₀.

At the physical c the raw splitting is 1557.1 cm⁻¹ and the corrected one 1560.4 cm⁻¹ in this basis; larger bases (29s23p17d, 36s29p21d) raise both by about 0.45 cm⁻¹, or 0.03 %, to 1557.6 and 1560.9 cm⁻¹, so the last digit is basis-dependent while their difference is not. The offset is 0.21 % of the corrected splitting, so for this ion at this level it is a small error; at 16c₀ the same offset is 53 % of the corrected value. The correction moves the result away from the rough measured size. That says nothing against it, because the Breit interaction and correlation were not computed.

**What subtraction removes and what it leaves**

Add the leading relativistic correction to the expansion, as an energy a_J + b_J·x at the LS orbitals and near them:

E_J(x) = E_LS + g_J·x + ½xᵀ𝓗_Jx + (a_J + b_J·x)/c²

The minimum is at x = −𝓗_J⁻¹(g_J + b_J/c²), and its value is E_LS + a_J/c² − ½(g_J + b_J/c²)ᵀ𝓗_J⁻¹(g_J + b_J/c²). To order 1/c² and lowest order in g,

E_J(OL) = E_LS − ½g_Jᵀ𝓗_J⁻¹g_J + (a_J − b_Jᵀ𝓗_J⁻¹g_J)/c²   (8)

Subtracting Δ∞ removes the second term, provided it is computed with the same basis and configuration list, on which g and 𝓗 depend. The cross term in 1/c² stays. It is the change in the relativistic correction when the LS orbitals are replaced by the distorted c = ∞ orbitals of that level.

An average-level (AL) calculation uses one orbital set that minimises Σ(2J+1)E_J. At the LS solution the T₀ gradient is zero for each level, and the T₁ gradient is γΣ(2J+1)⟨L·S⟩_J = γ[4(−3/2) + 6(1)] = 0. The LS solution is stationary, so Δ∞ = 0 if the iteration settles there. Started from the unequal OL orbitals it did, leaving |Δ∞| = 1.3×10⁻⁹ Eh, below the asserted tolerance of 10⁻⁷ Eh. At finite c the averaged problem gives x = −𝓗̄⁻¹b̄/c², with bars for weighted averages, and each level is evaluated away from its own minimum:

E_J(AL) = E_LS + (a_J − g_Jᵀ𝓗̄⁻¹b̄)/c²   (9)

Equations (8) and (9) share a_J, and their cross terms coincide if 𝓗_J⁻¹b_J and 𝓗̄⁻¹b̄ have the same projection on g_J, which no symmetry used here guarantees. The printed s²Δ at s = 16 is 7.2144×10⁻³ Eh for AL and 7.2211×10⁻³ Eh for corrected OL, a difference of 0.09 % of either; this follows from the two printed values and was not asserted. At c₀, AL gives 1559.8 cm⁻¹, which is 0.6 cm⁻¹ below corrected OL and 2.7 cm⁻¹ above raw OL; in the larger bases the AL value rises by the same 0.45 cm⁻¹ as the OL values, to 1560.3 cm⁻¹, and the two differences are unchanged. Neither scheme is thereby shown to be the exact coefficient of 1/c².

The belief is restored under a definite condition. If both levels are obtained by diagonalising H in one linear space that is mapped into itself by L and by S, then H restricted to that space commutes with both, and its eigenvalues are degenerate in J. Full configuration interaction in a one-electron basis with the same radial functions for both j meets the condition, and orbital rotations within the basis leave that space unchanged. A list that contains every jj-coupled state of the configurations reached from 3d⁹ by one excitation a → v, with the 3d hole in either subshell, is mapped into itself by L and S when both j share radial functions. It supplies T₁Φ, and its ²D part separately, as linear parameters for both levels, which removes the constraint that tied the ²D part to the foreign terms. Single excitations of the one jj reference of a level are not enough: for a core shell T₁Φ couples the pair a⁻¹v, with L = 1, S = 1 and J = 0, to the hole, and its ²D part also contains states with the hole in the other d subshell. If the orbitals of such a truncated list are still optimised level by level, T₁ acts on the added configurations as well and leads out of the list, so the proof of degeneracy does not apply. The size of any residue in that case was not computed here, and a run at large c with the same list measures it.

Table of computed values

```
Z = 28, c0 = 137.035999 au, 1 Eh = 219474.63 cm-1
basis 22s17p12d, ratio 2.2, lowest exponents 0.15 0.10 0.06 bohr^-2
grid: 421 points, log step 0.04
hydrogenic 3d splitting: basis 0.10170, exact 0.10176 Eh
E_LS (both J) = -1506.590262 Eh
R1/15 - R3/35 (3p, best v) = 0.001152 Eh
-11 R2 + 10 R4 (3d, best v) = 0.644265 Eh
J=3/2 dE/dtheta 3p3/2: formula -0.006913, fin.diff -0.006914 Eh
J=3/2 dE/dtheta 3d5/2: formula 0.012272, fin.diff 0.012272 Eh
J=5/2 dE/dtheta 3p3/2: formula 0.004609, fin.diff 0.004608 Eh
J=5/2 dE/dtheta 3d3/2: formula 0.008181, fin.diff 0.008181 Eh
E-E_LS p free: J=3/2 -4.3556e-06, J=5/2 -1.9314e-06 Eh, ratio 2.255
E-E_LS d free: J=3/2 -2.0699e-05, J=5/2 -8.2645e-06 Eh, ratio 2.505
E-E_LS all free: J=3/2 -2.5349e-05, J=5/2 -1.0326e-05 Eh, ratio 2.455
J=3/2 g.x/2 = -2.5354e-05 Eh; <S^2> LS 0.750000, OL 0.750056
J=5/2 g.x/2 = -1.0326e-05 Eh; <S^2> LS 0.750000, OL 0.750022
Delta_inf (OL) = -1.5022e-05 Eh = -3.30 cm-1
|Delta_inf| (AL, start from OL orbitals) = 1.3e-09 Eh
14s10p7d (ratio 3.2) E_OL(5/2): radial -1506.18968, determinant -1506.18968 Eh
14s10p7d Delta_inf: radial -1.4792e-05, determinant -1.4792e-05 Eh
E_OL at c0: J=5/2 -1519.067179, J=3/2 -1519.060084 Eh
c=1c0: OL 7.0948e-03, OL-offset 7.1098e-03, AL 7.1071e-03 Eh
c=2c0: OL 1.7835e-03, OL-offset 1.7985e-03, AL 1.7973e-03 Eh
c=8c0: OL 9.7787e-05, OL-offset 1.1281e-04, AL 1.1271e-04 Eh
c=16c0: OL 1.3185e-05, OL-offset 2.8207e-05, AL 2.8181e-05 Eh
c=1c0 times (c/c0)^2: OL 7.0948e-03, OL-offset 7.1098e-03, AL 7.1071e-03 Eh
c=2c0 times (c/c0)^2: OL 7.1338e-03, OL-offset 7.1939e-03, AL 7.1893e-03 Eh
c=8c0 times (c/c0)^2: OL 6.2584e-03, OL-offset 7.2198e-03, AL 7.2135e-03 Eh
c=16c0 times (c/c0)^2: OL 3.3754e-03, OL-offset 7.2211e-03, AL 7.2144e-03 Eh
extrapolation from 8c0, 16c0: OL -1.5015e-05, AL 4.7e-09 Eh
OL order inverts near c = 21.9 c0
at c0: OL raw 1557.1, OL corrected 1560.4, AL 1559.8 cm-1
|offset| / corrected splitting = 0.21 %
corrected OL minus AL at c0 = 0.6 cm-1
```
